# Electron accumulation beside an ohmic contact on an undoped semiconductor

An undoped semiconductor fills the half-space $x>0$ and touches a metal at $x=0$. Its permittivity is $\varepsilon$ and its temperature $T$. The contact is ohmic in the following sense: it exchanges electrons freely with the semiconductor and holds the electron density at $x=0$ at a fixed value $n_0$. No current flows, and the electric field vanishes far from the contact.

Treat the electrons in mean field, as a smooth charge density averaged over planes parallel to the contact, and let them obey Boltzmann statistics. Until part (e), ignore holes. There are no dopants or traps until part (g). Take $e>0$, so that an electron has charge $-e$, and let $\psi(x)$ be the electrostatic potential with $\psi(0)=0$.

## (a) The equation and its first integral

**Question.** Derive a differential equation for $u=e\psi/kT$, integrate it once, and determine the constant of integration.

**Answer.** With mobility $\mu$ and diffusion coefficient $D$, the electron current density is

$$J=e\mu nE+eD\frac{dn}{dx},\qquad E=-\frac{d\psi}{dx}.$$

For Boltzmann statistics $D=\mu kT/e$. Setting $J=0$ gives

$$\frac1n\frac{dn}{dx}=\frac{e}{kT}\frac{d\psi}{dx}=u',\qquad\text{so}\qquad n=n_0e^{u},$$

since $u(0)=0$. This expresses a flat Fermi level: electrons are dense where their potential energy $-e\psi$ is low.

The charge density is $-en$, so Poisson's equation $\varepsilon\psi''=-\rho$ becomes $\varepsilon\psi''=en$. Multiplication by $e/(\varepsilon kT)$ gives

$$u''=Cn=Cn_0e^{u},\qquad C=\frac{e^2}{\varepsilon kT}.$$

The constant $C$ is a length. Multiply by $u'$. The left side is $(u'^2/2)'$ and the right side is $Cn_0e^uu'=(Cn)'$, hence

$$u'^2=2Cn+A.$$

Far away $u'\to0$, so $n$ tends to the constant $n_\infty=-A/2C$. If $n_\infty$ were positive, $u''$ would tend to $Cn_\infty>0$ and $u'$ would grow without limit, contrary to the condition just used. Therefore $n_\infty=0$ and $A=0$.

The sign of the root also follows. Because $u''>0$, the slope $u'$ rises steadily, and it rises towards zero. It is therefore negative at every finite $x$:

$$u'=-\sqrt{2Cn}.$$

## (b) The density profile

**Question.** Find $n(x)$. Show that the distant density is $2\varepsilon kT/(e^2x^2)$, independent of $n_0$, and state what "distant" means.

**Answer.** From $n'=nu'$ and the result of part (a),

$$n'=-\sqrt{2C}\,n^{3/2}.$$

The power $3/2$ suggests using $n^{-1/2}$ as the variable:

$$\frac{d}{dx}n^{-1/2}=-\frac12n^{-3/2}n'=\frac{\sqrt{2C}}{2}=\sqrt{\frac C2}.$$

The right side is constant, so

$$n^{-1/2}=n_0^{-1/2}+\sqrt{\frac C2}\,x=\sqrt{\frac C2}\,(x+x_0),\qquad x_0=\sqrt{\frac{2}{Cn_0}}.$$

Squaring and inverting gives

$$n(x)=\frac{2}{C(x+x_0)^2}=\frac{2\varepsilon kT}{e^2(x+x_0)^2},\qquad x_0=\sqrt{\frac{2\varepsilon kT}{e^2n_0}}.$$

As a check, $u=\ln(n/n_0)=-2\ln(1+x/x_0)$. Its second derivative is $2/(x+x_0)^2$, which is $Cn$, as required.

For $x\gg x_0$,

$$n(x)=\frac{2\varepsilon kT}{e^2x^2}\left(1-\frac{2x_0}{x}+\dots\right).$$

The leading term does not contain $n_0$. "Distant" thus means many times $x_0$, and $x_0$ shrinks as the contact becomes richer. Since $x_0>0$, the leading term is also an upper bound within this model: no contact, however dense, can put more than $2\varepsilon kT/(e^2x^2)$ electrons per volume at depth $x$.

## (c) Why the contact is forgotten

**Question.** Find the sensitivity $\partial\ln n/\partial\ln n_0$ at fixed $x$, the field, the number of electrons per area beyond $x$, and the rise in electron energy. Use them to explain the loss of memory.

**Answer.** Since $x_0\propto n_0^{-1/2}$, we have $\partial x_0/\partial\ln n_0=-x_0/2$. Then

$$\frac{\partial\ln n}{\partial\ln n_0}=-\frac{2}{x+x_0}\left(-\frac{x_0}{2}\right)=\frac{x_0}{x+x_0}.$$

This is 1 at the contact and falls to zero far away. The field is

$$E=-\frac{kT}{e}u'=\frac{2kT}{e(x+x_0)}.$$

It points away from the metal, so it pushes electrons back towards the contact and balances their outward diffusion. The number of electrons per area beyond $x$ is

$$N(x)=\int_x^\infty n\,dx'=\frac{2}{C(x+x_0)},\qquad N(0)=\frac{2}{Cx_0}=n_0x_0,$$

where the last step uses $2/C=n_0x_0^2$. Finally, the electron energy has risen above its contact value by

$$-e\psi=-kTu=2kT\ln\left(1+\frac{x}{x_0}\right).$$

The metal surface carries the compensating charge $+eN(0)$ per area. Electrons between the metal and $x$ contribute $-e[N(0)-N(x)]$. Their sum is $+eN(x)$, and indeed $\varepsilon E(x)=eN(x)$. Electrons added close to a richer contact are therefore cancelled, as seen from $x$, by the charge they leave on the metal.

The energies say the same. Raising $n_0$ brings the electron level at the contact closer to the Fermi level by $kT\ln n_0$, up to a constant. For $x\gg x_0$ the rise from the contact to $x$ is $2kT\ln(x/x_0)$, which grows by the same $kT\ln n_0$. The level at $x$ stays where it was relative to the Fermi level, and so does the density.

The energy rise has no finite limit as $x\to\infty$. In a real sample something must eventually end the law, and the next two parts treat three such causes.

## (d) A residual field and a finite film

**Question.** Solve the problem again (i) when a field $F>0$ remains at infinity, and (ii) when the semiconductor is a film of thickness $d$ whose far face has zero field. When does each solution return to part (b)?

**Answer.** Both cases keep $u'^2=2Cn+A$ with $A\neq0$. Write $n=(2/C)m^2$ with $m>0$. Then $u'=n'/n=2m'/m$, and the first integral becomes

$$m'^2=m^2\left(m^2+\frac A4\right).$$

*(i) Residual field.* At infinity $n\to0$ and $u'\to-eF/kT$. Hence $A=4\kappa^2$ with $\kappa=eF/2kT$, and the decreasing root is $m'=-m\sqrt{m^2+\kappa^2}$. Substitute $m=\kappa/\sinh\theta$. The square root is $\kappa\coth\theta$, so

$$-\kappa\frac{\cosh\theta}{\sinh^2\theta}\,\theta'=-\kappa^2\frac{\cosh\theta}{\sinh^2\theta},\qquad\theta'=\kappa.$$

Therefore

$$n=\frac{2}{C}\frac{\kappa^2}{\sinh^2[\kappa(x+a)]},\qquad\sinh\kappa a=\kappa x_0,$$

where the second relation sets $n(0)=n_0=2/(Cx_0^2)$. For $\kappa(x+a)\ll1$ the hyperbolic sine equals its argument, $a\approx x_0$, and part (b) returns. For $\kappa x\gg1$ the density decays as $e^{-2\kappa x}$, the barometric law in a uniform field.

*(ii) Finite film.* At $x=d$ the slope vanishes while $n>0$, so $A=-4q^2$ is negative and $m'=-m\sqrt{m^2-q^2}$. Substitute $m=q/\sin\theta$ with $0<\theta\le\pi/2$. The root is $q\cot\theta$, and the same steps give $\theta'=q$:

$$n=\frac{2}{C}\frac{q^2}{\sin^2[q(x+a)]}.$$

The zero-field face lies at $\theta=\pi/2$, so $q(d+a)=\pi/2$. The contact condition is $\sin qa=qx_0$. Eliminating $a$ leaves $\cos qd=qx_0$, which fixes $q$.

When $x_0\ll d$ this gives $q\approx\pi/2d$. Part (b) returns for $x\ll d$. At the far face the density is $(2/C)\pi^2/4d^2$, which is $\pi^2/4\approx2.5$ times the half-space law at that depth. Electrons that would have lain beyond $d$ are absent, so the field is weaker and the density falls more slowly. The contact density is still forgotten, because $n_0$ enters only through the small length $x_0$.

## (e) Thermally generated holes

**Question.** Include holes of density $p=n_i^2/n$, where $n_i$ is the intrinsic density and $n_0>n_i$. Restore zero field at infinity and find the upper limit of the range in which part (b) holds.

**Answer.** Let $\phi=\ln(n/n_i)$, so that $n=n_ie^{\phi}$ and $p=n_ie^{-\phi}$. The net charge density is $-e(n-p)$, and

$$\phi''=C(n-p)=2Cn_i\sinh\phi=\frac{\sinh\phi}{L^2},\qquad L=\frac{1}{\sqrt{2Cn_i}}=\sqrt{\frac{\varepsilon kT}{2e^2n_i}}.$$

Far away the material is neutral, so $\phi$ and $\phi'$ tend to zero. Multiplying by $\phi'$ and integrating gives

$$\frac{\phi'^2}{2}=\frac{\cosh\phi-1}{L^2}=\frac{2\sinh^2(\phi/2)}{L^2},\qquad\phi'=-\frac2L\sinh\frac\phi2.$$

Set $w=e^{\phi/2}$. Then

$$w'=\frac{w\phi'}{2}=-\frac wL\cdot\frac{w-1/w}{2}=-\frac{w^2-1}{2L}.$$

With $w=\coth\theta$ we have $w'=-\theta'/\sinh^2\theta=-\theta'(w^2-1)$, so $\theta'=1/2L$. Since $n=n_iw^2$,

$$n=n_i\coth^2\frac{x+a}{2L},\qquad\coth\frac{a}{2L}=\sqrt{\frac{n_0}{n_i}}.$$

For $x+a\ll2L$, $\coth z\approx1/z$ gives $n\approx4L^2n_i/(x+a)^2=2/[C(x+a)^2]$. For $n_0\gg n_i$ the contact condition gives $a\approx2L\sqrt{n_i/n_0}=x_0$. Part (b) is recovered, and the inverse-square law holds in the window

$$x_0\ll x\ll L.$$

Over the next few $L$ the density levels off at $n_i$: for $n_0\gg n_i$ it is still $4.7n_i$ at $x=L$, but $1.08n_i$ at $x=4L$. The unqualified statement that the density falls as $1/x^2$ at all large distances is thus a property of the electron-only model.

## (f) Numbers for an organic film

**Question.** Take relative permittivity 3.9 and $T=300$ K. Compare contact densities of $10^{17}$, $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$.

**Answer.** Here $kT=0.02585$ eV and $C=179.5$ nm. At 100 nm the distant law gives

$$\frac{2}{Cx^2}=\frac{2}{179.5\times10^4}\ \mathrm{nm^{-3}}=1.114\times10^{15}\ \mathrm{cm^{-3}},$$

using $1\ \mathrm{nm^{-3}}=10^{21}\ \mathrm{cm^{-3}}$. For the densest contact $n_0=0.01\ \mathrm{nm^{-3}}$, so $x_0=\sqrt{2/(179.5\times0.01)}=1.056$ nm. The full profile gives these densities in $\mathrm{cm^{-3}}$:

| $n_0$ | $x_0$ (nm) | 10 nm | 100 nm | 1000 nm |
|---|---|---|---|---|
| $10^{17}$ | 10.56 | $2.64\times10^{16}$ | $9.12\times10^{14}$ | $1.091\times10^{13}$ |
| $10^{18}$ | 3.34 | $6.26\times10^{16}$ | $1.044\times10^{15}$ | $1.107\times10^{13}$ |
| $10^{19}$ | 1.06 | $9.12\times10^{16}$ | $1.091\times10^{15}$ | $1.112\times10^{13}$ |

A hundredfold change at the contact becomes a factor of 1.20 at 100 nm and about 2% at 1000 nm. At 10 nm the weakest contact is not forgotten, because there $x\approx x_0$. Its sensitivity at 100 nm is $10.56/110.56=0.0955$: a 1% change in $n_0$ moves $n$ by about 0.1%.

Poisson's equation was also solved numerically for all three contacts, with a zero-field face 1 mm away. At depths of 1, 10, 100 and 1000 nm the densities agreed with the formula to within one part in $10^4$. The numerical output follows this text.

For $n_0=10^{19}\ \mathrm{cm^{-3}}$ the field falls from 0.49 MV/cm at the contact to 0.0051 MV/cm at 100 nm, while the electron energy rises by 0.236 eV, about $9kT$. Of the $1.06\times10^{12}$ electrons per $\mathrm{cm^2}$, $1.10\times10^{10}$, or 1%, lie beyond 100 nm.

## (g) What a real film changes

**Question.** For $n_0=10^{19}\ \mathrm{cm^{-3}}$, assess the main effects left out of the model at a depth of 100 nm.

**Answer.** In the table each effect acts alone, with $n_0$ held fixed. The ratio is relative to the ideal value $1.09\times10^{15}\ \mathrm{cm^{-3}}$; for traps it refers to free electrons.

| Effect | Ratio |
|---|---|
| Traps, $10^{16}\ \mathrm{cm^{-3}}$, 0.5 eV deep | 0.045 |
| Residual field, 0.01 MV/cm | 0.32 |
| Ionized donors, $10^{15}\ \mathrm{cm^{-3}}$ | 1.93 |
| 200 nm film, zero-field far face | 1.24 |
| Image attraction of the metal | 0.85 |
| Use at 340 K | 1.13 |
| Gaussian disorder, 0.07 eV | 1.02 |

*Traps.* Let $N_t$ be the trap density and $n_1$ the free density that half fills the traps. The trap level lies $E_t=0.5$ eV below the centre of the Gaussian density of states described under *Disorder*, which has $N_s=10^{21}$ sites per $\mathrm{cm^3}$ and width $\sigma=0.07$ eV. The traps are half full when the Fermi level is at $E_t$, and dilute electrons then have the density $n_1=N_s\exp[\sigma^2/2(kT)^2-E_t/kT]=1.56\times10^{14}\ \mathrm{cm^{-3}}$. Disorder enters this row only through $n_1$. The trapped density is $N_t/(1+n_1/n)$. It adds to the space charge, but not to the free electrons. Where $n\ll n_1$, the total charge density is $-en(1+N_t/n_1)$, so the derivation of part (b) applies with $C$ multiplied by $1+N_t/n_1\approx65$. The free density still forgets the contact, but its distant law is 65 times lower. At 100 nm this limit has not yet been reached.

*Field and thickness.* These follow from part (d). The field gives $\kappa=0.001/(2\times0.02585)=0.0193\ \mathrm{nm^{-1}}$, so $\kappa x$ is about 2 and the exponential decay has begun. Over 200 nm such a field amounts to only 0.2 V.

*Donors.* The source term becomes $C(n-N_D)$, where $N_D$ is the donor density. Far away $n$ tends to $N_D$, which here is close to the ideal density at 100 nm.

*Image attraction.* An electron is drawn to its own image with energy $-e^2/[16\pi\varepsilon(x+\delta)]$. The cutoff $\delta=1$ nm is a choice, and it matters: the ratio in the table would be 0.53 with a cutoff of 0.5 nm and 0.91 with 2 nm. Screening by other electrons is ignored. At 100 nm the energy is only 0.0009 eV and would by itself raise the density slightly. At the contact it is about $3.6kT$. With the total $n_0$ fixed, the electrostatic part of the problem then starts from an effective density $n_0e^{-3.6}$, which enlarges the offset and lowers the distant density. The attraction also draws extra electrons into the region near the metal. Their charge bends the potential further and lowers the distant density again.

*Temperature.* The distant law is proportional to $T$, and $340/300=1.133$. The computed ratio, 1.132, is slightly smaller because $x_0$ grows.

*Disorder.* With $10^{21}$ sites per $\mathrm{cm^3}$ in a Gaussian density of states, Boltzmann statistics fail near the contact. For reduced Fermi energy $\eta$, measured from the local centre of the density of states, the ratio $g=n/(dn/d\eta)$ is 1.30 there instead of 1. Integrating $\eta''=Cn$ once gives $\eta'^2=2C\int n\,d\eta=2C\int_0^n g\,dn=2C\bar g n$, where $\bar g$ is the mean of $g$ between zero density and $n$. With $n'=n\eta'/g$, the slope of $n^{-1/2}$ becomes $\sqrt{C/2}\,\sqrt{\bar g}/g$. Since $g$ rises with density from 1, $\bar g\le g$ and this slope is below the ideal $\sqrt{C/2}$. The density therefore falls more slowly and is slightly higher at 100 nm. Farther out the electrons become dilute and Boltzmann statistics return, so only the offset should change. The computed density at 10,000 nm agrees with $2/(Cx^2)$ to better than one part in $10^3$, as expected for an offset of about a nanometre or less.

Intrinsic carriers are negligible here. Take a rough gap $E_g=2$ eV between the centres of the electron and hole densities of states, each with the $N_s$ and $\sigma$ above. Then $n_i=N_s\exp[\sigma^2/2(kT)^2-E_g/2kT]\approx6\times10^5\ \mathrm{cm^{-3}}$ and $L\approx2$ mm, far more than any film thickness considered.

The mean-field assumption needs separate care. With the Bjerrum length $l_B=e^2/(4\pi\varepsilon kT)=14.3$ nm, the coupling $l_Bn^{1/3}$ compares the repulsion of neighbouring electrons with $kT$. It is 0.15 at 100 nm but 3.1 at the contact, where a smooth charge density is doubtful. For this contact $x_0=1.06$ nm is also about one site spacing (1 nm for $10^{21}$ sites per $\mathrm{cm^3}$), so the continuum profile and the field in the first nanometres are only indicative. Even at 100 nm, a cube of side 100 nm holds about one electron at the local density. The formula describes an average over a large contact area, not the surroundings of one electron.

The permittivity, disorder and site density are rough values for an electron-transporting film of the fullerene derivative PCBM under a low-work-function metal. The contact densities were chosen to span two decades, and the trap, donor and field values are illustrations, not properties of a particular sample. A real film between two electrodes can break the assumptions of zero residual field and no fixed or trapped charge. For the values above, these move the density at 100 nm by factors between about 0.05 and 2, whereas a hundredfold change of $n_0$ in the ideal model moves it by 1.2. That small factor belongs to the ideal model. With the image attraction at $\delta=1$ nm the same change of $n_0$ moves the density at 100 nm by 2.2, because the effective contact density is lower and the offset longer; with the traps it moves it by 1.3. The effects interact through Poisson's equation, so their ratios should not be multiplied to predict a combined result.

## Computed results

```
relative permittivity: 3.9
temperature: 300 K
kT: 0.02585 eV
C = e^2/(eps kT): 179.47 nm
far law 2/(C x^2) at 10 nm: 1.1144e+17 cm^-3
far law 2/(C x^2) at 100 nm: 1.1144e+15 cm^-3
far law 2/(C x^2) at 1000 nm: 1.1144e+13 cm^-3
contact density 1e+17 cm^-3: x0 = 10.556 nm
  n at 10, 100, 1000 nm: 2.6372e+16, 9.1172e+14, 1.0912e+13 cm^-3
  numerical n at 100 nm: 9.1172e+14 cm^-3
contact density 1e+18 cm^-3: x0 = 3.338 nm
  n at 10, 100, 1000 nm: 6.2637e+16, 1.0435e+15, 1.1070e+13 cm^-3
  numerical n at 100 nm: 1.0435e+15 cm^-3
contact density 1e+19 cm^-3: x0 = 1.056 nm
  n at 10, 100, 1000 nm: 9.1172e+16, 1.0912e+15, 1.1120e+13 cm^-3
  numerical n at 100 nm: 1.0912e+15 cm^-3
n(100 nm) ratio, contact 1e19 to 1e17: 1.1969
numerical dln n/dln n0, 1e17, 100 nm: 0.0955
All lines below: contact density 1e19 cm^-3
field at contact: 0.4898 MV/cm
field at 100 nm: 0.00512 MV/cm
energy rise to 100 nm: 0.2358 eV
electrons per area, total: 1.0556e+12 cm^-2
electrons per area beyond 100 nm: 1.1027e+10 cm^-2
Neglected effects: n at 100 nm, and ratio to the ideal model
  ideal model: 1.091e+15 cm^-3, 1.000
  Gaussian disorder 0.07 eV, 1e21 sites/cm^3: 1.110e+15 cm^-3, 1.018
  donors 1e15 cm^-3: 2.110e+15 cm^-3, 1.933
  traps 1e16 cm^-3, 0.5 eV deep (free n): 4.859e+13 cm^-3, 0.045
  film 200 nm, blocking far face: 1.349e+15 cm^-3, 1.236
  residual field 0.01 MV/cm: 3.483e+14 cm^-3, 0.319
  image attraction, cutoff 1 nm: 9.241e+14 cm^-3, 0.847
  use at 340 K: 1.235e+15 cm^-3, 1.132
Gaussian case, n/(far law) at 10000 nm: 0.99999
Gaussian case, n/(dn/d(mu/kT)) at contact: 1.296
free density half filling the traps: 1.56e+14 cm^-3
intrinsic density, gap 2.0 eV: 6.21e+05 cm^-3
intrinsic screening length L: 2.12 mm
Bjerrum length e^2/(4 pi eps kT): 14.28 nm
image energy at 100 nm: 0.00091 eV
Coulomb coupling l_B n^(1/3) at contact: 3.077
Coulomb coupling l_B n^(1/3) at 100 nm: 0.147
electrons in a cube of side 100 nm, far law: 1.114
```
